# Polarization-Dependent Barrier of a Ferroelectric Tunnel Junction with Thomas-Fermi Electrodes

## What symmetry and dimensions fix

A ferroelectric tunnel junction stores a bit in the sign of the polarization $P$ of a thin insulating layer and reads it through the tunnel conductance. The layer occupies $0<x<d$, with electrode 1 at $x<0$ and electrode 2 at $x>d$. Positive $P$ points along $+x$. We seek the change of the mean electron barrier on reversal,

$$\Delta\Phi=\bar W(+P)-\bar W(-P). \tag{1}$$

Take all charges to respond linearly to potentials. By superposition, the part of $\bar W$ due to $P$ is then proportional to $P$ and independent of the applied voltage. Now reflect the junction about its midplane. This reverses $P$ and exchanges the electrodes, but leaves the average over the layer unchanged. Reversing $P$ therefore has the same effect on this part of $\bar W$ as exchanging the electrodes, so $\Delta\Phi$ is antisymmetric under exchange and vanishes for identical electrodes.

Dimensions say how an electrode enters. Let it have screening length $l_i$ and background relative permittivity $\varepsilon_i$. Its linear equations contain the permittivity only as $\varepsilon_0\varepsilon_i$. If a displacement $D$ enters its surface, the only potential linear in $D$ that can be formed is a number times $Dl_i/(\varepsilon_0\varepsilon_i)$. Likewise, the layer, with linear relative permittivity $\varepsilon_f$, enters through $d/\varepsilon_f$. With

$$a_i=\frac{l_i}{\varepsilon_i},\qquad a_f=\frac{d}{\varepsilon_f}, \tag{2}$$

the answer must have the form

$$\Delta\Phi=\frac{eP}{\varepsilon_0}\,F(a_f,a_1,a_2),\qquad F(a_f,a_1,a_2)=-F(a_f,a_2,a_1), \tag{3}$$

where $F$ is a length, and $e>0$ is the elementary charge. The relevant asymmetry is thus between the ratios $l_i/\varepsilon_i$. Unequal screening lengths are equivalent to unequal ratios if the two electrode permittivities are equal, but not in general. The function $F$ has to be calculated.

## Screening in an electrode

The model is one-dimensional. $P$ is uniform and has the same magnitude in both states. There is no free charge in the layer or at its interfaces.

Let an electrode have bulk electron density $n$, Fermi energy $E_F$ measured from its band bottom, and bulk potential $\phi_b$. In equilibrium the sum of the local kinetic Fermi energy and the potential energy $-e\phi$ is constant, so the local Fermi energy is $E_F+e(\phi-\phi_b)$. For a parabolic band the density varies as the $3/2$ power of this energy:

$$n_e(x)=n\left[1+\frac{e(\phi-\phi_b)}{E_F}\right]^{3/2}
\simeq n+g\,e(\phi-\phi_b),\qquad g=\frac{3n}{2E_F}. \tag{4}$$

Here $g$ is the density of states at the Fermi level. The fixed positive background has charge density $en$, so the net charge density is $\rho=-e(n_e-n)\simeq-e^2g(\phi-\phi_b)$. Poisson's equation, $\varepsilon_0\varepsilon\,\phi''=-\rho$, becomes

$$\phi''=\frac{\phi-\phi_b}{l^2},\qquad l^2=\frac{\varepsilon_0\varepsilon}{e^2g}. \tag{5}$$

Dividing $l$ by $\varepsilon$ gives

$$a=\frac{l}{\varepsilon}=\sqrt{\frac{\varepsilon_0}{e^2g\,\varepsilon}}. \tag{6}$$

At fixed density of states, a larger background permittivity lengthens $l$ but reduces $a$. This is why the longer screening length need not belong to the electrode with the larger surface potential drop.

## The potential across the junction

Let the bulk potentials be $\phi_L$ in electrode 1 and $\phi_R$ in electrode 2, with $V_t=\phi_L-\phi_R$. Of the two exponential solutions of (5) in each electrode, we keep the one that decays into the bulk:

$$\phi=\phi_L+Ae^{x/l_1}\ (x<0),\qquad \phi=\phi_R+Be^{-(x-d)/l_2}\ (x>d). \tag{7}$$

In the layer $D=\varepsilon_0\varepsilon_fE+P$. It is uniform because there is no free charge, and continuous at the interfaces because there is no free sheet charge. In an electrode the displacement is $-\varepsilon_0\varepsilon_i\phi'$. Matching at the two surfaces gives

$$-\varepsilon_0\varepsilon_1\frac{A}{l_1}=D\ \Rightarrow\ A=-\frac{Da_1}{\varepsilon_0},\qquad
+\varepsilon_0\varepsilon_2\frac{B}{l_2}=D\ \Rightarrow\ B=+\frac{Da_2}{\varepsilon_0}. \tag{8}$$

The positive sign in the second condition comes from differentiating the decaying exponential. By Gauss's law electrode 1 carries charge $+D$ per area and electrode 2 carries $-D$. For $P>0$ the bound charge is $-P$ at $x=0$ and $+P$ at $x=d$, so these are screening charges of the right sign.

The field in the layer is $E=(D-P)/(\varepsilon_0\varepsilon_f)$, and $\phi(0)-\phi(d)=Ed$. Inserting the surface values from (7) and (8),

$$\left(\phi_L-\frac{Da_1}{\varepsilon_0}\right)-\left(\phi_R+\frac{Da_2}{\varepsilon_0}\right)=\frac{(D-P)a_f}{\varepsilon_0}.$$

We multiply by $\varepsilon_0$ and collect the terms in $D$ on one side:

$$D=\frac{Pa_f+\varepsilon_0V_t}{S},\qquad S=a_f+a_1+a_2. \tag{9}$$

The complete potential is therefore

$$\phi(x)=\begin{cases}
\phi_L-\dfrac{Da_1}{\varepsilon_0}e^{x/l_1}, & x<0,\\[2mm]
\phi_L-\dfrac{Da_1}{\varepsilon_0}-\dfrac{D-P}{\varepsilon_0\varepsilon_f}\,x, & 0\le x\le d,\\[2mm]
\phi_R+\dfrac{Da_2}{\varepsilon_0}e^{-(x-d)/l_2}, & x>d.
\end{cases} \tag{10}$$

Subtracting $P$ from (9) gives the field:

$$E=\frac{V_t-P(a_1+a_2)/\varepsilon_0}{\varepsilon_fS}. \tag{11}$$

At $V_t=0$ it opposes $P$. This depolarizing field exists because the screening charge lies a finite distance inside the electrodes. It vanishes when $a_1+a_2\to0$, where $D=P$.

## From potential to barrier

Let $\Phi_i$ be the flat-band barrier at electrode $i$: the height of the layer's conduction-band edge above that electrode's Fermi level $\mu_i$ if the potential in the layer were equal to the electrode's bulk potential. At a point in the layer, the absolute band-edge energy can be written from either side:

$$\mu_1+\Phi_1-e(\phi-\phi_L)=\mu_2+\Phi_2-e(\phi-\phi_R).$$

Let $V$ be the voltage of electrode 1 relative to electrode 2. A positive $V$ lowers electron energies in electrode 1, so $\mu_1-\mu_2=-eV$. Hence

$$V_t=V+\frac{\Phi_2-\Phi_1}{e}. \tag{12}$$

Measured from $\mu_1$, the band edge is $W(x)=\Phi_1-e[\phi(x)-\phi_L]$. Equations (10) and (12) give its end values:

$$W(0)=\Phi_1+\frac{eDa_1}{\varepsilon_0},\qquad
W(d)=\Phi_1+eV_t-\frac{eDa_2}{\varepsilon_0}=\Phi_2+eV-\frac{eDa_2}{\varepsilon_0}. \tag{13}$$

For positive $D$, electrons are depleted at electrode 1 and the barrier there rises. They accumulate at electrode 2 and the barrier there falls. Since $W$ is linear in the layer, its mean is half the sum of its end values:

$$\bar W=\frac{\Phi_1+\Phi_2+eV}{2}+\frac{eD(a_1-a_2)}{2\varepsilon_0}. \tag{14}$$

Reverse $P$ at fixed $V$, $\Phi_1$ and $\Phi_2$. The first term cancels in the difference, and (9) gives $D(+P)-D(-P)=2Pa_f/S$. Therefore

$$\boxed{\Delta\Phi=\frac{eP}{\varepsilon_0}\,\frac{a_f(a_1-a_2)}{a_f+a_1+a_2}} \tag{15}$$

which has the antisymmetric form (3). For $P>0$, the mean barrier is higher when the polarization points away from the electrode with the larger $a$.

Two limits at fixed $P$ show what controls the size:

$$\Delta\Phi\to\frac{eP(a_1-a_2)}{\varepsilon_0}\quad(a_f\gg a_1+a_2),\qquad
\Delta\Phi\to\frac{ePa_f}{\varepsilon_0}\frac{a_1-a_2}{a_1+a_2}\quad(a_f\ll a_1+a_2). \tag{16}$$

In a thick layer $D\to P$, and the shift saturates at the difference of the fully developed surface drops. In a thin layer the depolarizing field nearly cancels $P$ in $D$, and the shift falls in proportion to $d$.

Three pairs of electrodes illustrate the criterion, all with $d=2$ nm, $\varepsilon_f=30$ and $P=10$ µC/cm². Their shifts come from a numerical solution of the linear Poisson problem.

- Lengths 0.5 and 0.05 nm with permittivities 20 and 2 have equal $a$, and the shift is zero to the printed 0.0001 eV.
- Lengths 0.4 and 0.05 nm with permittivities 40 and 2 give $-0.111$ eV, because the electrode with the longer length has the smaller $a$.
- Lengths 0.2 and 0.05 nm with both permittivities equal to 4 give $+0.219$ eV; here the sign does follow the lengths.

## From barrier to conductance

For an electron at the Fermi level moving normal to the layer at zero bias, the leading WKB transmission is $e^{-\Gamma}$. With tunnelling mass $m_b$,

$$\Gamma=\frac{2}{\hbar}\int_0^d\sqrt{2m_bW(x)}\,dx
=\frac{4d\sqrt{2m_b}}{3\hbar}\,\frac{W(d)^{3/2}-W(0)^{3/2}}{W(d)-W(0)}. \tag{17}$$

The integral follows from changing the variable to $W$, since $dx=d\,dW/[W(d)-W(0)]$.

To separate height from slope, write $W=\bar W+st$, with $s=W(d)-W(0)$ and $-\tfrac12<t<\tfrac12$. Expand $\sqrt{1+y}=1+y/2-y^2/8+\dots$ with $y=st/\bar W$. The linear term averages to zero and $\langle t^2\rangle=1/12$, so

$$\Gamma\simeq\frac{2d\sqrt{2m_b\bar W}}{\hbar}\left(1-\frac{s^2}{96\bar W^2}\right). \tag{18}$$

The mean height dominates when $s\ll\bar W$. For equal flat-band barriers $\Phi$ at zero bias, $\bar W=\Phi\pm\Delta\Phi/2$, and $s$ merely changes sign on reversal. Neglecting the small slope term and using $\sqrt{\Phi+\Delta\Phi/2}-\sqrt{\Phi-\Delta\Phi/2}\simeq\Delta\Phi/(2\sqrt\Phi)$,

$$\ln\frac{G(-P)}{G(+P)}\simeq\Gamma(+P)-\Gamma(-P)\simeq\frac{d\sqrt{2m_b}}{\hbar\sqrt\Phi}\,\Delta\Phi\simeq\bar\Gamma\,\frac{\Delta\Phi}{2\Phi}, \tag{19}$$

where $\bar\Gamma$ is the mean of the two exponents. The first step takes the conductance ratio to be the ratio of WKB exponentials. It omits prefactors and the average over transverse momenta.

For identical electrodes the two states have mirror-image profiles. In one dimension, flux conservation and time reversal make the transmission at a given energy the same from either side, so the zero-bias conductances are equal.

If $a_1=a_2$ but $\Phi_1\ne\Phi_2$, the mean still does not change on reversal, but the magnitude of $s$ does. From (9) and (13) at $V=0$,

$$s(\pm P)=\frac{a_f}{S}\left[\Phi_2-\Phi_1\mp\frac{eP(a_1+a_2)}{\varepsilon_0}\right]. \tag{20}$$

Through (18) this leaves a contrast of second order in $s/\bar W$. Different barrier offsets can thus distinguish the states weakly without any difference in $a$. This concerns the WKB exponent only. Unlike electrodes with equal $a$ still differ in how their band bending compares with their Fermi energies, and the resulting change in wave matching can exceed the slope term.

## A worked junction

Take round parameters in the regime of a thin hafnia-zirconia layer between a degenerate indium-tin-oxide-like electrode (1) and a transition metal (2). The layer has $d=2$ nm, $\varepsilon_f=30$, $P=10$ µC/cm², $\Phi_1=\Phi_2=2$ eV and $m_b=0.3\,m_0$, where $m_0$ is the free-electron mass. The oxide has $n=10^{21}$ cm⁻³, effective mass $m^*=0.35\,m_0$ and $\varepsilon_1=9$. The metal has $l_2=0.05$ nm and $\varepsilon_2=2$.

The oxide's Fermi energy, $E_F=\hbar^2(3\pi^2n)^{2/3}/(2m^*)$, is 1.04 eV. Equation (4) then gives $g=1.44\times10^{21}$ cm⁻³ eV⁻¹, and (5) gives $l_1=0.588$ nm. The lengths in (9) are

$$a_1=\frac{0.588}{9}=0.0653\ \text{nm},\quad a_2=\frac{0.05}{2}=0.0250\ \text{nm},\quad a_f=\frac{2}{30}=0.0667\ \text{nm},$$

so $S=0.157$ nm. At zero bias

$$D=10\times\frac{0.0667}{0.157}=4.25\ \text{µC/cm}^2 .$$

Only 42% of the polarization charge is matched by charge in the electrodes. The surface drops $Da_i/\varepsilon_0$ are 0.313 V in the oxide and 0.120 V in the metal. Their sum, 0.433 V, is balanced by the opposite drop across the layer, where the field is $-2.17$ MV/cm.

Equation (13) now gives the band edges. For $+P$ they are $2+0.313=2.313$ eV at the oxide and $2-0.120=1.880$ eV at the metal, with mean 2.097 eV. For $-P$ they are 1.687 and 2.120 eV, with mean 1.903 eV. Thus

$$\Delta\Phi=2.097-1.903\simeq0.19\ \text{eV}.$$

The thick-layer limit in (16) would be 0.46 eV at the same $P$. The example reaches 42% of it, the same fraction as $D/P$.

The WKB exponents are 16.25 for $+P$ and 15.48 for $-P$. Their difference is 0.77, so the leading WKB estimate of $G(-P)/G(+P)$ is $e^{0.77}\simeq2.2$. The estimate (19) gives $15.86\times0.193/(2\times2)=0.77$ as well. The low-resistance state has the polarization pointing toward the oxide.

A one-dimensional scattering calculation keeps the potential in the electrodes and the matching of waves at the interfaces. With a metal band depth of 8 eV and the free-electron mass there, it gives a transmission ratio of 2.7, about 26% above the WKB value. The direction of the effect is unchanged, but two-digit accuracy should not be expected of the leading exponential. With the oxide on both sides, the same calculation gives a ratio of 1.000000, as mirror symmetry requires.

To see the offset effect, raise $\Phi_2$ to 2.5 eV. The WKB logarithm falls from 0.77 to 0.73, although $\Delta\Phi$ is unchanged. The fall comes from the higher mean barrier, 2.31 eV averaged over the two states by (14); the slope term works slightly the other way. By (11) the field for $-P$ rises to 3.2 MV/cm. If both electrodes are also given the average value $a=0.0452$ nm, the logarithm is 0.013. This is the shape effect of (20), small compared with the screening effect here.

## Where the model is strained

Linear screening looks doubtful, because the oxide's surface potential energy is 30% of its Fermi energy. The nonlinear case can be treated with $u=\phi_b-\phi$ and $U_F=E_F/e$. The full density in (4) gives

$$\varepsilon_0\varepsilon_1u''=en\left[1-\left(1-\frac{u}{U_F}\right)^{3/2}\right].$$

Multiply by $u'$, integrate from the bulk, where $u=u'=0$, and use $D=\varepsilon_0\varepsilon_1u'$ at the surface:

$$D^2=2\varepsilon_0\varepsilon_1en\left\{u+\frac{2U_F}{5}\left[\left(1-\frac{u}{U_F}\right)^{5/2}-1\right]\right\}. \tag{21}$$

Expanding the bracket to third order in $u$ gives

$$D^2\simeq\left(\frac{\varepsilon_0u}{a_1}\right)^2\left(1-\frac{u}{6U_F}\right)\quad\Rightarrow\quad u\simeq\frac{Da_1}{\varepsilon_0}\left(1+\frac{u}{12U_F}\right). \tag{22}$$

The coefficient $1/12$ makes the correction small. It increases the magnitude of the drop in depletion and reduces it in accumulation, so its first-order part cancels in $\Delta\Phi$. Solving (21) together with the voltage balance gives oxide drops of 0.318 and $-0.309$ V instead of $\pm0.313$ V. The shift stays at 0.19 eV. Expression (21) requires $u<U_F$; beyond that the surface is empty of electrons and a separate depletion region is needed.

Temperature matters little for this electrostatics. At 358 K, $k_BT=0.031$ eV and $l_1$ changes by 0.04%. The thermionic exponents $W_{\max}/k_BT$ are 69 to 75, far above the tunnelling exponents near 16, so emission over the barrier is negligible unless the prefactors differ enormously. The image force is less negligible. With an optical permittivity of 4.5 and ideal metal surfaces, it lowers the barrier by 0.11 eV at midplane, and by more near the electrodes. This lowering is the same for both signs of $P$, so it leaves $\Delta\Phi$ unchanged, but it alters the conductances and is not included in the ratios above.

Beside real hafnia-based junctions, the permittivity and polarization are plausible rough values, while 2 nm is at the thin end. Two assumptions are more serious. First, the depolarizing field of 2.2 MV/cm is comparable with or above rough coercive fields of 1 to 2 MV/cm, and not far below breakdown fields of a few MV/cm. A stable, uniform $P$ is therefore an assumption, not a prediction. If both states kept half of $P$, (15) would halve the shift to about 0.10 eV. Second, $l_2$ is shorter than an atomic spacing, so $a_2$ is better read as an effective property of the interface than as a resolved screening profile. A thin nonpolar interfacial layer of thickness $t$ and permittivity $\varepsilon_t$ at the metal adds a drop $Dt/(\varepsilon_0\varepsilon_t)$, and hence adds $t/\varepsilon_t$ to $a_2$ in (15). An addition of only 0.025 nm doubles $a_2$ and reduces $\Delta\Phi$ from 0.19 to 0.06 eV. This is still the mean over the ferroelectric layer alone. Electrons must also tunnel through the interfacial layer, whose mean barrier shifts the opposite way on reversal, by $-2D(a_2+t/2\varepsilon_t)/\varepsilon_0\simeq-0.31$ eV here. For equal barrier heights and masses the two shifts enter the exponent weighted by their thicknesses, so $2\times0.063$ eV nm competes with $0.31\,t$. A layer thinner than about 0.4 nm ($\varepsilon_t\lesssim16$ at this $t/\varepsilon_t$) reduces the contrast below (19). A thicker one reverses its sign, and beyond about 0.8 nm the reversed contrast is the larger. Equation (19) then does not even give the low-resistance direction of the combined barrier. In this example, uncertainty about the interface outweighs the error of linear screening. The numerical output below lists the values at higher precision.

## Computed values

```
layer thickness d = 2.00 nm, relative permittivity = 30
polarization P = 10.0 uC/cm2
oxide: density = 1.00e+21 cm^-3, mass = 0.35 m0, permittivity = 9
oxide: Fermi energy = 1.042 eV, DOS = 1.440e+21 cm^-3 eV^-1
oxide: screening length l1 = 0.5878 nm, a1 = 0.06531 nm
metal: l2 = 0.050 nm, permittivity = 2, a2 = 0.02500 nm
layer: a_f = 0.06667 nm, sum of a = 0.15697 nm
displacement D(+P) = 4.247 uC/cm2, D/P = 0.4247
field in layer for +P = -2.166 MV/cm
potential drops for +P: oxide 0.3132 V, metal 0.1199 V
potential change across layer phi(0)-phi(d), +P = -0.4332 V
largest potential error, formula vs Poisson solver = 2.3e-06 V
flat-band barrier = 2.00 eV, tunnelling mass = 0.30 m0
+P band edges: W(0) = 2.3132 eV, W(d) = 1.8801 eV
-P band edges: W(0) = 1.6868 eV, W(d) = 2.1199 eV
mean barriers: +P 2.0967 eV, -P 1.9033 eV
barrier shift: formula 0.1933 eV, Poisson solver 0.1933 eV
thick-layer limit of shift = 0.4552 eV
Criterion tests, Poisson solver, same d, P and layer permittivity:
 l = 0.5, 0.05 nm; eps = 20, 2: shift = 0.0000 eV (magnitude)
 l = 0.4, 0.05 nm; eps = 40, 2: shift = -0.1111 eV
 l = 0.2, 0.05 nm; eps = 4, 4: shift = 0.2186 eV
WKB exponents: +P 16.245, -P 15.477
ln[G(-P)/G(+P)]: WKB 0.7686, small-shift formula 0.7672
conductance ratio G(-P)/G(+P), WKB = 2.157
scattering: metal band depth = 8.0 eV, mass = 1.0 m0
scattering transmission: +P 2.788e-07, -P 7.606e-07
scattering ratio T(-P)/T(+P) = 2.728
scattering ratio for identical oxide electrodes = 1.000000
flat-band barriers 2.0, 2.5 eV: WKB log ratio = 0.7267
 same barriers but a1 = a2 = 0.04515 nm: log ratio = 0.0128
nonlinear oxide screening: W(0) = 2.3182 (+P), 1.6910 (-P) eV
nonlinear W(d) = 1.8814 (+P), 2.1211 (-P) eV
nonlinear barrier shift = 0.1938 eV, WKB ratio = 2.159
oxide surface shift / Fermi energy, linear = 0.301
temperature of use = 358.15 K, kT = 0.0309 eV
thermal change of l1 = 0.036 percent
thermionic exponent W_max/kT: +P 75.0, -P 68.7
image lowering at midplane, optical permittivity 4.5: 0.1109 eV
barrier shift if a2 is doubled = 0.0633 eV
```
